# Why density-weighted screening leaves order-N exchange contributions in insulators

Take a straight chain of hydrogen molecules, with bond length 1.4 bohr and repeat length 4.5 bohr, and count the terms of its exchange matrix whose estimated size is at least $10^{-6}$ hartree. Lengthening the chain from 16 to 24 molecules adds 12 560 terms, and so does lengthening it from 24 to 32: each new molecule brings 1570 terms, on average, at either length. If the density matrix is left out of the estimate and replaced by its largest element, the same two steps add 87 680 and 124 544 terms. What has to be explained is how one factor in an estimate turns quadratic growth into linear growth.

The chain is treated by restricted Hartree–Fock theory in the STO-3G basis, with one function per atom. This level omits electron correlation and is far from the basis-set limit, but it supplies a definite density matrix and definite integrals. For real basis functions $\chi_\mu$, let $P=C_{\rm occ}C_{\rm occ}^T$ be the density matrix of one spin. The exchange matrix is

$$K_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}(\mu\lambda|\nu\sigma),$$

$$(\mu\lambda|\nu\sigma)=\iint\frac{\chi_\mu(\mathbf r)\chi_\lambda(\mathbf r)\,\chi_\nu(\mathbf r')\chi_\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

It enters the Fock matrix as $-K$, and the closed-shell exchange energy is $E_x=-\mathrm{Tr}\,PK$. A "contribution" means one term of the sum, labelled by four indices. There are $N^4$ of them for $N$ functions.

The estimate starts from the positivity of the Coulomb interaction. For a real charge distribution $f$ with Fourier transform $\tilde f$,

$$(f|f)=\int\frac{d\mathbf k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde f(\mathbf k)|^2\ge0 .$$

Hence $(f+tg|f+tg)=(f|f)+2t(f|g)+t^2(g|g)$ is non-negative for every real $t$. A quadratic in $t$ that never becomes negative has a non-positive discriminant, so $(f|g)^2\le(f|f)(g|g)$. With $f=\chi_\mu\chi_\lambda$ and $g=\chi_\nu\chi_\sigma$ this is the Schwarz inequality

$$|(\mu\lambda|\nu\sigma)|\le Q_{\mu\lambda}Q_{\nu\sigma},\qquad Q_{\mu\lambda}=(\mu\lambda|\mu\lambda)^{1/2}.$$

The factor $Q_{\mu\lambda}$ is small when the two functions are far apart. The product of two s Gaussians with exponents $\alpha_1,\alpha_2$ at distance $d$ carries the factor $\exp[-\alpha_1\alpha_2d^2/(\alpha_1+\alpha_2)]$, which falls below any exponential. We may therefore choose a rate $a$ and write $Q_{\mu\lambda}\le q\,e^{-a d_{\mu\lambda}}$, where $d_{\mu\lambda}$ is the distance between centres. For the chain, the choice $a=0.5$ bohr$^{-1}$ gives $q=1.0975$ hartree$^{1/2}$.

Each function thus has a finite number of significant partners, and the number of significant pairs is of order $N$. Yet nothing in $Q_{\mu\lambda}Q_{\nu\sigma}$ depends on the distance between the bra pair $\mu\lambda$ and the ket pair $\nu\sigma$. Every significant bra can be combined with every significant ket, which gives order $N^2$ combinations. The counts without the density factor, 14 176, 64 992, 152 672 and 277 216 for 8, 16, 24 and 32 molecules, have equal second differences of 36 864, as a quadratic function must.

The Schwarz estimate inflates these counts, but it is not the cause of the faster-than-linear growth. With the true integrals in place of $Q_{\mu\lambda}Q_{\nu\sigma}$ the four counts are 12 288, 51 288, 112 504 and 194 376, and their increments, 39 000, 61 216 and 81 872, still rise with each step. Two compact charge distributions repel as $1/R$, and the integral $(\mu\mu|\nu\nu)$ between the two end atoms of the longest chain, 140.9 bohr apart, is 0.0071 hartree, some 7000 times the threshold. The integral is large; it is its weight in $K$ that is small. In $K_{\mu\nu}$ it is multiplied by $P_{\mu\nu}$, the density-matrix element between the same two distant atoms.

Density-weighted screening, the principle of the LinK method, puts this weight into the estimate. A contribution is kept if

$$b_{\mu\lambda\sigma\nu}=Q_{\mu\lambda}\,|P_{\lambda\sigma}|\,Q_{\sigma\nu}\ge\tau .$$

The indices now form a chain $\mu-\lambda-\sigma-\nu$. The outer links lie within the bra and within the ket, and the middle link joins one to the other. The Coulomb matrix has no such link: in $J_{\mu\lambda}=2\sum_{\nu\sigma}P_{\nu\sigma}(\mu\lambda|\nu\sigma)$ the density matrix connects two indices of the same ket, and leaves the distance between bra and ket free.

The middle link is short if $P$ decays with distance, and in an insulator this follows from the gap. Let $F$ and $S$ be the Fock and overlap matrices, with $FC=SC\varepsilon$ and $C^TSC=1$. Then $zS-F=(C^T)^{-1}(z-\varepsilon)C^{-1}$, so that $(zS-F)^{-1}=C(z-\varepsilon)^{-1}C^T$. Integrating around a closed contour that encloses the occupied energies alone picks up a residue of one from each of them:

$$P=\frac1{2\pi i}\oint(zS-F)^{-1}dz .$$

Let the occupied energies fill an interval of width $w$, and let $g$ be the gap above it. Take a circle centred on the middle of this interval with radius $r=(w+g)/2$. Occupied energies lie within $w/2$ of the centre and empty ones at least $w/2+g$ from it, so every point of the circle is at least $\delta=g/2$ from every orbital energy. Since $CC^T=S^{-1}$, the squared norm of $C$ is $1/s_{\min}$, where $s_{\min}$ is the smallest eigenvalue of $S$. With $A=zS-F$ this gives $\|A^{-1}\|\le1/(s_{\min}\delta)$.

To turn a bound on the norm into a bound on distant elements, fix one function $j$ and define a diagonal matrix $D$ with elements $D_{ii}=e^{\alpha d_{ij}}$. The matrix $DAD^{-1}$ differs from $A$ by a matrix $E$ with elements

$$E_{ik}=A_{ik}\left[e^{\alpha(d_{ij}-d_{kj})}-1\right],\qquad |E_{ik}|\le|A_{ik}|\left(e^{\alpha d_{ik}}-1\right).$$

The inequality holds because $|d_{ij}-d_{kj}|\le d_{ik}$. The bounding matrix is symmetric, so its row sums equal its column sums, and the norm of $E$ is at most the largest of them. Let $\eta(\alpha)$ be an upper bound on this row sum for all $z$ on the circle; the numerical work uses $|zS-F|\le|z_0S-F|+r|S|$ element by element, with $z_0$ the centre. The smallest singular value of $A$ is at least $s_{\min}\delta$, and adding $E$ lowers it by at most $\eta$. For $\eta(\alpha)<s_{\min}\delta$, therefore, $\|DA^{-1}D^{-1}\|\le1/(s_{\min}\delta-\eta)$. The element $(i,j)$ of $DA^{-1}D^{-1}$ is $e^{\alpha d_{ij}}(A^{-1})_{ij}$, because $D_{jj}=1$. The contour has length $2\pi r$, and the factor $1/2\pi$ in front of the integral leaves

$$|P_{ij}|\le\frac{r}{s_{\min}\delta-\eta(\alpha)}\,e^{-\alpha d_{ij}} .$$

The following conditions are sufficient for this bound to be independent of system size. As $N$ grows, the gap and $s_{\min}$ stay above fixed positive values, the width $w$ and the number of functions per volume stay bounded, and the elements of $F$ and $S$ decay exponentially at a fixed rate. Then $\eta(\alpha)$ goes to zero with $\alpha$ at a rate that does not depend on $N$, and some fixed $\alpha>0$ is always allowed. The decay of $F$ is an assumption here. It is consistent with the result, since a decaying $P$ gives a decaying $K$, but this consistency does not prove that a given self-consistent solution has a gap.

For 32 molecules $g=0.940$ hartree, $s_{\min}=0.240$ and $r=0.548$ hartree. Choosing $\alpha$ such that $\eta$ is half of $s_{\min}\delta$ makes the denominator $0.240\times0.470/2=0.056$ hartree and the prefactor 9.7, with $\alpha=0.026$ bohr$^{-1}$. For 16 molecules the proven rate is the same to two digits. The actual decay is much faster. The largest elements between molecules two and six cells apart are $1.20\times10^{-2}$ and $2.86\times10^{-5}$, so the observed rate is

$$\gamma=\frac{\ln(1.20\times10^{-2}/2.86\times10^{-5})}{4\times4.5\ \text{bohr}}\approx0.335\ \text{bohr}^{-1}.$$

The argument guarantees an exponential; it does not predict its rate. These numbers belong to the minimal basis and change strongly with it. For 16 molecules, going from STO-3G to 6-31G lowers the gap from 0.945 to 0.680 hartree, $s_{\min}$ from 0.241 to 0.005, and the rate measured in the same way from 0.335 to about 0.21 bohr$^{-1}$. In 6-311G (11 molecules) $s_{\min}$ is about $10^{-4}$ and the rate about 0.11 bohr$^{-1}$. The counts and lengths quoted here are therefore STO-3G values, and in these larger bases the slower decay lengthens the reach of the density link. In what follows we use $|P_{\lambda\sigma}|\le p\,e^{-\gamma d_{\lambda\sigma}}$ with this observed rate. The chain then needs $p=0.5005$, determined from all elements above $10^{-8}$. Since every $Q$ is below one in these units, smaller elements cannot pass any threshold used here, so this envelope suffices for counting. The error bound derived below also sums over discarded terms and so needs an envelope for the small elements as well. With these constants it does not cover them: elements down to $10^{-12}$ would need $p\approx0.76$, because the rate drifts downwards with distance (0.340 bohr$^{-1}$ from two to four cells, where the largest element is $5.63\times10^{-4}$, and 0.331 bohr$^{-1}$ from four to six). That the error bound is independent of size follows from the proven decay, with its smaller rate; its numerical value computed with the observed rate is only an estimate, and it is compared directly with the true error.

Inserting the two exponential bounds into the criterion gives

$$\frac b\tau\le e^{L-a d_{\mu\lambda}-\gamma d_{\lambda\sigma}-a d_{\sigma\nu}},\qquad L=\ln\frac{pq^2}{\tau}.$$

A kept contribution has $b/\tau\ge1$, hence $a d_{\mu\lambda}+\gamma d_{\lambda\sigma}+a d_{\sigma\nu}\le L$. With $\mu$ fixed, the other three functions lie in a finite region around it, whose size does not depend on the rest of the system. Each $\mu$ has a bounded number of kept contributions, and the total is of order $N$. Without the middle term, $\sigma$ could be anywhere, and the second factor of $N$ would return.

The count can be made explicit by a device that will also give the error. For $x\ge0$ and $0<\theta\le1$, the function that equals 1 for $x\ge1$ and 0 otherwise is at most $x^\theta$. The same holds for $\min(1,x)$, because $x\le x^\theta$ when $x\le1$. Put $x=b/\tau$ and let $S(c)$, not to be confused with the overlap matrix, be the largest value over $i$ of $\sum_je^{-c\,d_{ij}}$, which is finite at bounded density. Summing over $\nu$, then $\sigma$, then $\lambda$, at fixed $\mu$, gives

$$\sum_{\lambda\sigma\nu}\left(\frac b\tau\right)^\theta\le M,\qquad M=e^{\theta L}\,S(\theta a)^2\,S(\theta\gamma),$$

so at most $NM$ contributions are kept. In $D$ dimensions $S(c)$ grows as $c^{-D}$ for small $c$, and $M$ then varies with $\theta$ as $e^{\theta L}\theta^{-3D}$. Setting the derivative of the logarithm, $L-3D/\theta$, to zero gives $\theta=3D/L$, which is allowed if $L\ge3D$. With this choice $e^{\theta L}=e^{3D}$ is a constant, and $M$ grows as $L^{3D}$, a power of the logarithm of $1/\tau$.

For the hydrogen chain, with bond length $\ell$ and repeat length $B$, the sum $S(c)$ is a pair of geometric series. Equivalent atoms lie at distances $nB$ on both sides, the others at $\ell+nB$ on one side and $B-\ell+nB$ on the other. With $y=e^{-cB}$,

$$S(c)=\frac{1+y+e^{-c\ell}+e^{-c(B-\ell)}}{1-y}.$$

At $\tau=10^{-6}$ hartree, $pq^2=0.5005\times1.0975^2=0.603$ hartree, so $L=\ln(6.03\times10^5)=13.31$ and $\theta=3/13.31=0.2254$. Then $S(\theta a)=S(0.1127)=7.95$ and $S(\theta\gamma)=S(0.0756)=11.8$, both arguments in bohr$^{-1}$, and

$$M=e^3\times7.95^2\times11.8\approx1.5\times10^4 .$$

The longest chain, with 64 functions, keeps 45 644 contributions, or 713 per function. The bound is about 20 times too generous, having replaced $Q$ and $P$ by exponential envelopes, a sharp cut-off by a power, and the finite chain by an infinite one, each of which can only raise the count. What it establishes is independence of $N$.

Linear growth sets in once the system is about as long as the reach of the chain of indices. The middle link alone can span at most $L/\gamma=13.31/0.335\approx40$ bohr, or nine repeat lengths. This is an upper bound on that link, not the length at which linear growth begins: the step from 8 molecules (32.9 bohr) to 16 already adds 12 560 contributions, the same as the later steps. In so short a chain many bras and kets are still within reach of each other, and the density factor saves less than half: with 8 molecules it keeps 7964 contributions out of the 14 176 that pass without it. With 32 molecules it keeps 45 644 out of 277 216. In three dimensions the same reach encloses a volume, so linear growth sets in at a much larger number of atoms.

The count rises slowly as the threshold is tightened. At $\tau=10^{-4}$, $10^{-6}$ and $10^{-8}$ hartree an added molecule brings 520, 1570 and 3354 contributions, an increase by a factor of 6.5 while $\tau$ falls by $10^4$. Over this range $L$ rises from 8.70 to 17.92, and $L^3$ would rise by a factor of 8.7. A slower rise is to be expected, because with Gaussian $Q$ the outer links stretch as $\sqrt L$ and only the middle one as $L$, which suggests $L^2$ for large $L$. The data correspond to a power near 2.6; three thresholds do not settle the limiting power.

A small number of kept terms would be of no use if the many discarded ones added up to a large error. Let $\delta K$ be the sum of all discarded contributions. Each is at most $b$ in magnitude, with $b<\tau$, and therefore at most $\tau\min(1,b/\tau)$. The second half of the device gives, for every row,

$$\sum_\nu|\delta K_{\mu\nu}|\le\tau\sum_{\lambda\sigma\nu}\min\left(1,\frac b\tau\right)\le\tau M .$$

Exchanging $\mu$ with $\nu$ and $\lambda$ with $\sigma$ changes neither a contribution nor its estimate, so $\delta K$ is symmetric and its norm is at most its largest row sum. The error in the exchange matrix is thus bounded independently of system size, although the number of discarded terms grows as $N^4$.

Comparison with the full set of integrals at $\tau=10^{-6}$ hartree gives largest row sums of $1.40\times10^{-5}$, $1.53\times10^{-5}$ and $1.53\times10^{-5}$ hartree for 8, 16 and 24 molecules. They level off, consistent with a size-independent bound, at about a thousandth of $\tau M=1.5\times10^{-2}$ hartree.

The screened matrix is $K-\delta K$, so at fixed $P$ the exchange energy changes by $+\mathrm{Tr}\,P\,\delta K$. Its magnitude is at most $N\tau M$ times the largest $|P_{\mu\nu}|$: the energy error may grow in proportion to the system, but not faster. For 24 molecules it is $-6.2\times10^{-7}$ hartree per molecule, about one part in $10^6$ of the STO-3G exchange energy of $-0.680$ hartree per molecule (in 6-31G, for 16 molecules, this energy is $-0.659$ hartree). At $\tau=10^{-4}$ and $10^{-8}$ hartree it is $+6.1\times10^{-5}$ and $+2.8\times10^{-9}$ hartree per molecule. The sign varies, so screening does not shift the energy in a fixed direction. These figures refer to a single evaluation of $K$; the response of the orbitals to the error is not included.

There remains the cost of finding the survivors, since testing all $N^4$ candidates would defeat the purpose. For each $\lambda$, arrange the partners $\mu$ by decreasing $Q_{\lambda\mu}$, and the functions $\sigma$ by decreasing $|P_{\lambda\sigma}|\max_\nu Q_{\sigma\nu}$. For each $\sigma$, arrange the $\nu$ by decreasing $Q_{\sigma\nu}$. Run through $\mu$, $\sigma$ and $\nu$ in nested loops. The first $\nu$ that fails ends the innermost loop, because all later ones are smaller. If the very first $\nu$ fails, no later $\sigma$ can succeed, and the loop over $\sigma$ ends. If this happens at the first $\sigma$, no later $\mu$ can succeed either.

Every failed test can then be charged to something that is bounded. It belongs to a triple $\lambda\mu\sigma$ with at least one survivor, or it ends the $\sigma$ loop of a pair $\lambda\mu$ with at least one survivor, or it is the last test for a given $\lambda$. There are no more such triples or pairs than survivors, so the number of tests is at most three times the number of survivors plus $N$. For 32 molecules the loop makes 55 562 tests to find 45 644 survivors, the same number that exhaustive counting gives. The lists must also be prepared. Sorting full rows of $Q$ and $P$ takes slightly more than order $N^2$ cheap operations; building the lists from spatial neighbours, and storing only elements large enough to matter, reduces this to order $N$.

It would be wrong to conclude that exponential decay is necessary for a linear count. At zero temperature $P$ satisfies $PSP=P$, whether or not there is a gap. The diagonal element of this equation is $P_{ii}=\sum_{jk}P_{ij}S_{jk}P_{ki}$, a quadratic form of $S$ in the $i$-th column of $P$, so

$$P_{ii}\ge s_{\min}\sum_jP_{ij}^2 .$$

Keeping only the term $j=i$ gives $P_{ii}\le1/s_{\min}$, so the diagonal is bounded. No row can therefore contain more than $P_{ii}/(s_{\min}\epsilon^2)$ elements of magnitude $\epsilon$ or more. A kept contribution needs $|P_{\lambda\sigma}|\ge\tau/Q_{\max}^2$, where $Q_{\max}$ is the largest $Q$, and this leaves a bounded number of $\sigma$ for each $\lambda$. At fixed $\tau$ the count is of order $N$ even without a gap, provided $s_{\min}$ stays away from zero.

What the gap changes is the size of the prefactor and the control of the error. A half-filled tight-binding chain with equal hoppings and orthonormal sites shows the difference. Its occupied states have wave numbers $|k|<\pi/2$, so at a separation of $R$ sites

$$P(R)=\int_{-\pi/2}^{\pi/2}\frac{dk}{2\pi}\,e^{ikR}=\frac{\sin(\pi R/2)}{\pi R},$$

which has magnitude $1/(\pi R)$ for odd $R$ and vanishes for even $R\neq0$. The number of elements per row above $\epsilon$ is then about $1/(\pi\epsilon)$. To check this, take a ring of $N=2^{17}$ sites with antiperiodic boundary conditions: the orbitals change sign after one turn, which avoids half-filled levels at $|k|=\pi/2$. The magnitude for odd $R$ is then the slightly larger $1/[N\sin(\pi R/N)]$, and the number comes out as 33, 319 and 3187 (the infinite chain gives 3185 for the last) for $\epsilon=10^{-2}$, $10^{-3}$ and $10^{-4}$. If every second hopping is halved, a gap opens and the numbers become 7, 12 and 17: five more elements per decade over this range instead of ten times as many. At large distances the ratio of successive elements on each side tends to two per cell, so as $\epsilon$ goes to zero the increment slowly approaches $2\ln10/\ln2\approx6.6$ per decade.

The sum of $|P|$ along a row behaves just as differently. In the gapless chain, adding $2/(\pi R)$ over odd $R$ gives a growth of $(1/\pi)\ln N$. A chain 16 times longer has a row sum larger by $\ln16/\pi=0.8825$, which the numerical check reproduces, while with alternating hoppings the sum does not change to within rounding. An error bound that adds magnitudes, as the one above does, thus loses its independence of $N$ when the gap closes. This does not show that the true error diverges, because the bound ignores both the signs of the terms and the $1/R$ decay of the integrals.

The same dependence appears within insulators. As $\gamma$ decreases, $S(\theta\gamma)$ grows as $\gamma^{-D}$, and with it the bounds on the count and on the error. A small $s_{\min}$, which signals nearly dependent basis functions, also weakens the decay bound, because it enters the product $s_{\min}\delta$ together with the gap. Linear growth then survives in principle, but it may begin only at sizes beyond those one wants to treat.

## Computed values

```
H2 bond 1.4 bohr, repeat length 4.5 bohr, RHF/STO-3G
largest shortfall of Q if taken from library diagonal integrals: 2.8e-08 hartree^(1/2)
16 H2: gap 0.9449 hartree, s_min 0.2406, contour radius 0.5496 hartree
16 H2: proven rate 0.02600 1/bohr, prefactor 9.67
32 H2: gap 0.9400 hartree, s_min 0.2398, contour radius 0.5482 hartree
32 H2: proven rate 0.02581 1/bohr, prefactor 9.73
largest |P| between molecules k cells apart, k=0,2,4,6: 3.06e-01, 1.20e-02, 5.63e-04, 2.86e-05
observed decay rate gamma 0.3353 1/bohr
p 0.5005, q 1.0975 hartree^(1/2), a 0.5 1/bohr
tau 1e-04 hartree: L 8.704, theta 0.3447, M 4291
tau 1e-06 hartree: L 13.309, theta 0.2254, M 14970
tau 1e-08 hartree: L 17.915, theta 0.1675, M 36204
8 H2, N=16, tau 1e-06: kept 7964, loop tests 9634, Schwarz only 14176, all 65536
16 H2, N=32, tau 1e-06: kept 20524, loop tests 24970, Schwarz only 64992, all 1048576
24 H2, N=48, tau 1e-06: kept 33084, loop tests 40266, Schwarz only 152672, all 5308416
32 H2, N=64, tau 1e-06: kept 45644, loop tests 55562, Schwarz only 277216, all 16777216
tau 1e-04: kept per added H2, 16-24: 520.0, 24-32: 520.0
tau 1e-06: kept per added H2, 16-24: 1570.0, 24-32: 1570.0
tau 1e-08: kept per added H2, 16-24: 3354.0, 24-32: 3354.0
Schwarz only: ratio of successive increments 1.420
end-to-end integral 0.007097 hartree at 140.9 bohr
8 H2, tau 1e-06: row error 1.40e-05 hartree, E_x error per H2 -5.04e-07 hartree
8 H2: exchange energy per H2 -0.679224 hartree
16 H2, tau 1e-06: row error 1.53e-05 hartree, E_x error per H2 -5.90e-07 hartree
16 H2: exchange energy per H2 -0.679555 hartree
24 H2, tau 1e-04: row error 9.93e-04 hartree, E_x error per H2 6.11e-05 hartree
24 H2, tau 1e-06: row error 1.53e-05 hartree, E_x error per H2 -6.19e-07 hartree
24 H2, tau 1e-08: row error 1.44e-07 hartree, E_x error per H2 2.75e-09 hartree
24 H2: exchange energy per H2 -0.679665 hartree
|P| >= 1e-02 per row: uniform chain 33, dimerized (t2/t1=0.5) 7
|P| >= 1e-03 per row: uniform chain 319, dimerized (t2/t1=0.5) 12
|P| >= 1e-04 per row: uniform chain 3187, dimerized (t2/t1=0.5) 17
row sum of |P|, 16 times longer chain: uniform +0.8825 (ln16/pi = 0.8825), dimerized 1e-14
```
